# Projecting the Kanamori interaction on the j_eff = 1/2 doublet: a program that tests the result

```python
# Result under test: the Kanamori interaction of a t2g shell, projected on the
# j_eff = 1/2 doublet, is (U - 4J/3) n_up n_down when U' = U - 2J.
# U, Up : repulsion within one orbital and between two orbitals
# J     : Hund exchange; Jflip, Jpair : spin-flip and pair-hopping strengths
# lam   : spin-orbit constant in lam * l.s, with l the true d-shell momentum
# D     : doublet states (up, down); Q[m2] : quartet states with m = m2/2
# Orbitals are ordered yz, zx, xy and behave as x, y, z of an L = 1 vector.
# All energies are in eV.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

HARTREE = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(3)


def close(a, b, tol=1e-10):
    return np.allclose(a, b, rtol=0, atol=tol)


# ---- Fock space of six spin orbitals, index = 2*orbital + spin (up = 0) ----
def creator(i):
    op = np.eye(1)
    for k in range(6):
        if k < i:
            factor = np.diag([1.0, -1.0])
        elif k == i:
            factor = np.array([[0.0, 0.0], [1.0, 0.0]])
        else:
            factor = np.eye(2)
        op = np.kron(op, factor)
    return op


cd = [creator(i) for i in range(6)]
an = [op.T for op in cd]
num = [cd[i] @ an[i] for i in range(6)]
count = np.rint(np.diag(sum(num))).astype(int)
vac = np.zeros(64)
vac[0] = 1.0


def one_body(m):
    return sum(m[i, j] * cd[i] @ an[j] for i in range(6) for j in range(6))


def make(vector):
    return sum(vector[i] * cd[i] for i in range(6))


def kanamori(U, Up, J, Jflip, Jpair):
    h = np.zeros((64, 64))
    for a in range(3):
        au, ad = 2 * a, 2 * a + 1
        h += U * num[au] @ num[ad]
        for b in range(3):
            if a == b:
                continue
            bu, bd = 2 * b, 2 * b + 1
            h += Up * num[au] @ num[bd]
            h += 0.5 * (Up - J) * (num[au] @ num[bu] + num[ad] @ num[bd])
            h -= Jflip * cd[au] @ an[ad] @ cd[bd] @ an[bu]
            h += Jpair * cd[au] @ cd[ad] @ an[bd] @ an[bu]
    return h


# ---- true orbital momentum, applied to the polynomials yz, zx, xy ----
X = sp.symbols("x y z")
shapes = [X[1] * X[2], X[2] * X[0], X[0] * X[1]]
l_true = np.zeros((3, 3, 3), complex)
for k in range(3):
    p, q = (k + 1) % 3, (k + 2) % 3
    for col, f in enumerate(shapes):
        g = sp.expand(X[p] * sp.diff(f, X[q]) - X[q] * sp.diff(f, X[p]))
        poly = sp.Poly(g, *X)
        for row, target in enumerate(shapes):
            l_true[k, row, col] = -1j * float(poly.coeff_monomial(target))

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
spin = [np.kron(np.eye(3), pauli[k] / 2) for k in range(3)]
orbital = [np.kron(l_true[k], np.eye(2)) for k in range(3)]
soc = sum(orbital[k] @ spin[k] for k in range(3))
jeff = [spin[k] - orbital[k] for k in range(3)]
for k in range(3):
    p, q = (k + 1) % 3, (k + 2) % 3
    assert close(jeff[p] @ jeff[q] - jeff[q] @ jeff[p], 1j * jeff[k])
assert close(np.linalg.eigvalsh(soc), [-0.5] * 4 + [1.0] * 2)

# ---- doublet from Pauli matrices, quartet by lowering ----
D = [np.array([pauli[a][s, t] for a in range(3) for s in range(2)])
     / np.sqrt(3) for t in range(2)]
lower = jeff[0] - 1j * jeff[1]
assert close(lower @ D[0], D[1])
Q = {3: np.array([-1, 0, -1j, 0, 0, 0]) / np.sqrt(2)}
for m2 in (3, 1, -1):
    m = m2 / 2
    Q[m2 - 2] = lower @ Q[m2] / np.sqrt(15 / 4 - m * (m - 1))
for v in D:
    assert close(soc @ v, v)
for v in Q.values():
    assert close(soc @ v, -0.5 * v) and close(np.vdot(v, v), 1)
Dc = [make(v) for v in D]
Qc = {m2: make(v) for m2, v in Q.items()}

# ---- angular Coulomb factors of a spherical d shell ----
ct, wt = np.polynomial.legendre.leggauss(10)
phi = 2 * np.pi * np.arange(20) / 20
C, F = np.meshgrid(ct, phi, indexing="ij")
S = np.sqrt(1 - C**2)
pts = np.array([(S * np.cos(F)).ravel(), (S * np.sin(F)).ravel(), C.ravel()])
w = np.repeat(wt, 20) * 2 * np.pi / 20
yz = np.sqrt(15 / (4 * np.pi)) * pts[1] * pts[2]
zx = np.sqrt(15 / (4 * np.pi)) * pts[2] * pts[0]
cosine = pts.T @ pts
slater = {}
for k in (0, 2, 4):
    pk = np.polynomial.legendre.legval(cosine, [0] * k + [1])
    cu = (w * yz**2) @ pk @ (w * yz**2)
    cup = (w * yz**2) @ pk @ (w * zx**2)
    cj = (w * yz * zx) @ pk @ (w * yz * zx)
    slater[k] = (cu, cup, cj)
    assert close(cu - cup, 2 * cj)

# ---- projected repulsion for independent interaction constants ----
pair_D = Dc[0] @ Dc[1]
for _ in range(5):
    u, up, j, jf, jp = rng.uniform(0.2, 3, 5)
    state = pair_D @ vac
    direct = np.vdot(state, kanamori(u, up, j, jf, jp) @ state).real
    assert close(direct, (u + 2 * jp) / 3 + 2 * (up - jf) / 9
                 + 4 * (up - j) / 9)

# ---- worked parameters ----
U, J, lam = 2.0, 0.3, 0.4
H = kanamori(U, U - 2 * J, J, J, J)
two = np.where(count == 2)[0]
levels = np.linalg.eigvalsh(H[np.ix_(two, two)])
assert close(levels, [U - 3*J] * 9 + [U - J] * 5 + [U + 2*J])


def element(bra, ket):
    value = np.vdot(bra @ vac, H @ ket @ vac)
    assert abs(value.imag) < 1e-10
    return value.real


u_eff = element(pair_D, pair_D)
assert close(u_eff, U - 4 * J / 3)
basis = np.array([vac, Dc[0] @ vac, Dc[1] @ vac, pair_D @ vac]).T
assert close(basis.conj().T @ H @ basis, np.diag([0, 0, 0, U - 4*J/3]))
H_dd = kanamori(U, U - 2 * J, J, 0, 0)
u_dd = np.vdot(pair_D @ vac, H_dd @ pair_D @ vac).real
assert close(u_dd, U - 16 * J / 9)
singlet = sum(cd[2*a] @ cd[2*a + 1] for a in range(3)) @ vac / np.sqrt(3)
w_singlet = abs(np.vdot(singlet, pair_D @ vac))**2
assert close(w_singlet, 1 / 3)

# ---- all couplings, assembled and compared in the whole Fock space ----
Jminus = one_body(lower)
B0 = (Qc[1] @ Qc[-1] - Qc[3] @ Qc[-3]) / np.sqrt(2)
C1 = (np.sqrt(3) * Dc[1] @ Qc[3] - Dc[0] @ Qc[1]) / 2
B2, C2 = [Qc[3] @ Qc[1]], [Dc[0] @ Qc[3]]
for M in (2, 1, 0, -1):
    norm = np.sqrt(6 - M * (M - 1))
    for family in (B2, C2):
        top = family[-1]
        family.append((Jminus @ top - top @ Jminus) / norm)
PD = sum(np.outer(v, v.conj()) for v in D)
PQ = np.eye(6) - PD
ND, NQ = one_body(PD), one_body(PQ)
exchange = sum(one_body(PD @ m @ PD) @ one_body(PQ @ m @ PQ) for m in jeff)


def dag(a):
    return a.conj().T


V0, V2 = -5 * np.sqrt(2) * J / 3, 2 * np.sqrt(2) * J / 3
listed = (U - 4*J/3) * pair_D @ dag(pair_D)
listed = listed + (U - 13*J/6) * ND @ NQ + (2*J/3) * exchange
listed = listed + (U + J/3) * B0 @ dag(B0)
listed = listed + V0 * (B0 @ dag(pair_D) + pair_D @ dag(B0))
for b, c in zip(B2, C2):
    listed = listed + (U - 7*J/3) * b @ dag(b)
    listed = listed + V2 * (b @ dag(c) + c @ dag(b))
assert close(listed, H)

single = max(abs(element(d @ q, pair_D)) for d in Dc for q in Qc.values())
assert single < 1e-10
to_half = element(Qc[1] @ Qc[-1], pair_D)
to_three = element(Qc[3] @ Qc[-3], pair_D)
assert close([to_half, to_three], [-5*J/3, 5*J/3])
e_c1, e_c2 = element(C1, C1), element(C2[0], C2[0])
assert close([e_c1, e_c2], [U - 3*J, U - 5*J/3])
e_b0, e_b2 = element(B0, B0), element(B2[0], B2[0])
v0_num, v2_num = element(B0, pair_D), element(B2[0], C2[0])
k_ex = (e_c2 - e_c1) / 2
v_avg = (3 * e_c1 + 5 * e_c2) / 8
assert close([k_ex, v_avg], [2*J/3, U - 13*J/6])

# ---- doublet above a filled quartet ----
full_Q = Qc[3] @ Qc[1] @ Qc[-1] @ Qc[-3] @ vac
fill = [full_Q, Dc[0] @ full_Q, pair_D @ full_Q]
e_fill = [np.vdot(s, H @ s).real for s in fill]
shift = e_fill[1] - e_fill[0]
u_filled = e_fill[2] + e_fill[0] - 2 * e_fill[1]
assert close(e_fill[0], 6*U - 34*J/3)
assert close(shift, 4*U - 26*J/3)
assert close(u_filled, U - 4*J/3)


# ---- charge gap of the ion by full diagonalization ----
def ion(strength):
    total = H + strength * one_body(soc)
    energy = {}
    for n in (4, 5, 6):
        idx = np.where(count == n)[0]
        val, vec = np.linalg.eigh(total[np.ix_(idx, idx)])
        energy[n] = val[0]
        if n == 4:
            ground = np.zeros(64, complex)
            ground[idx] = vec[:, 0]
    gap = energy[4] + energy[6] - 2 * energy[5]
    weight = np.vdot(ground, ND @ ground).real / 2
    return gap, weight, energy


def gap_formula(strength):
    G = 3 * strength + 5 * J / 3
    return U - 4*J/3 + G/2 - np.sqrt(G**2 / 4 + V0**2)


scan = [(s, ion(s)[0]) for s in (0.0, 0.1, 0.4, 1.6, 6.4, 100.0)]
for s, gap in scan:
    assert close(gap, gap_formula(s), 1e-9)
assert close(scan[0][1], U - 3*J)
assert abs(scan[-1][1] - (U - 4*J/3)) < 2 * V0**2 / 300
gap, weight, energy = ion(lam)
G = 3 * lam + 5 * J / 3
assert close(weight, (1 - G / np.sqrt(G**2 + 4 * V0**2)) / 2)
second = u_eff - V0**2 / G
far = 100.0
G_far = 3 * far + 5 * J / 3
assert abs(ion(far)[0] - (u_eff - V0**2 / G_far)) < 1e-6

# ---- output ----
print(f"U = {U:.4f} eV, J = {J:.4f} eV, lambda = {lam:.4f} eV")
print(f"U' = U - 2J = {U - 2*J:.4f} eV")
for k, (a, b, c) in slater.items():
    print(f"factor of F{k} in U, U', J: {a:.6f}, {b:.6f}, {abs(c):.6f}")
print(f"doublet level {lam:.4f} eV, quartet level {-lam/2:.4f} eV")
print(f"pair levels 3P, 1D, 1S: {levels[0]:.4f}, {levels[9]:.4f}, "
      f"{levels[14]:.4f} eV")
print(f"orbital-singlet weight in doublet pair: {w_singlet:.6f}")
print(f"projected repulsion: {u_eff:.4f} eV = {u_eff/HARTREE:.6f} hartree")
print(f"without spin flip and pair hopping: {u_dd:.4f} eV")
print(f"doublet-quartet average repulsion: {v_avg:.4f} eV")
print(f"doublet-quartet exchange constant: {k_ex:.4f} eV")
print(f"doublet-quartet pair, total 1: {e_c1:.4f} eV")
print(f"doublet-quartet pair, total 2: {e_c2:.4f} eV")
print(f"pair transfer to Q(1/2)Q(-1/2): {to_half:.4f} eV")
print(f"pair transfer to Q(3/2)Q(-3/2): {to_three:.4f} eV")
print(f"pair transfer to normalized total 0: {v0_num:.4f} eV")
print(f"correlated single transfer, total 2: {v2_num:.4f} eV")
print(f"single transfer from full doublet below 1e-10 eV: {single < 1e-10}")
print(f"quartet pair, total 0: {e_b0:.4f} eV")
print(f"quartet pair, total 2: {e_b2:.4f} eV")
print(f"filled-quartet interaction energy: {e_fill[0]:.4f} eV")
print(f"doublet shift by filled quartet: {shift:.4f} eV")
print(f"repulsion above filled quartet: {u_filled:.4f} eV")
print(f"two-hole separation G: {G:.4f} eV")
for n in (4, 5, 6):
    print(f"ground energy with {n} electrons: {energy[n]:.4f} eV")
print(f"ion charge gap: {gap:.4f} eV = {gap/HARTREE:.6f} hartree")
print(f"gap minus projected repulsion: {gap - u_eff:.4f} eV")
print(f"second-order estimate of gap: {second:.4f} eV")
print(f"quartet-pair weight in two-hole ground state: {weight:.4f}")
for s, value in scan:
    print(f"scan: lambda = {s:.1f} eV, charge gap = {value:.4f} eV")
print("no test failed")
```

Printed output:

```
U = 2.0000 eV, J = 0.3000 eV, lambda = 0.4000 eV
U' = U - 2J = 1.4000 eV
factor of F0 in U, U', J: 1.000000, 1.000000, 0.000000
factor of F2 in U, U', J: 0.081633, -0.040816, 0.061224
factor of F4 in U, U', J: 0.081633, -0.009070, 0.045351
doublet level 0.4000 eV, quartet level -0.2000 eV
pair levels 3P, 1D, 1S: 1.1000, 1.7000, 2.6000 eV
orbital-singlet weight in doublet pair: 0.333333
projected repulsion: 1.6000 eV = 0.058799 hartree
without spin flip and pair hopping: 1.4667 eV
doublet-quartet average repulsion: 1.3500 eV
doublet-quartet exchange constant: 0.2000 eV
doublet-quartet pair, total 1: 1.1000 eV
doublet-quartet pair, total 2: 1.5000 eV
pair transfer to Q(1/2)Q(-1/2): -0.5000 eV
pair transfer to Q(3/2)Q(-3/2): 0.5000 eV
pair transfer to normalized total 0: -0.7071 eV
correlated single transfer, total 2: 0.2828 eV
single transfer from full doublet below 1e-10 eV: True
quartet pair, total 0: 2.1000 eV
quartet pair, total 2: 1.3000 eV
filled-quartet interaction energy: 8.6000 eV
doublet shift by filled quartet: 5.4000 eV
repulsion above filled quartet: 1.6000 eV
two-hole separation G: 1.7000 eV
ground energy with 4 electrons: 7.5443 eV
ground energy with 5 electrons: 13.6000 eV
ground energy with 6 electrons: 21.0000 eV
ion charge gap: 1.3443 eV = 0.049403 hartree
gap minus projected repulsion: -0.2557 eV
second-order estimate of gap: 1.3059 eV
quartet-pair weight in two-hole ground state: 0.1156
scan: lambda = 0.0 eV, charge gap = 1.1000 eV
scan: lambda = 0.1 eV, charge gap = 1.1876 eV
scan: lambda = 0.4 eV, charge gap = 1.3443 eV
scan: lambda = 1.6 eV, charge gap = 1.5073 eV
scan: lambda = 6.4 eV, charge gap = 1.5747 eV
scan: lambda = 100.0 eV, charge gap = 1.5983 eV
no test failed
```
